# Orbital Symmetry Classes in a Cubic (111) Tunnel Junction

A tunnel junction is grown along [111] from cubic materials whose (111) layers each have one atom per surface cell, as in fcc metals and rock salt. Both electrodes and the barrier are in registry, so the whole stack shares one threefold axis and the mirror planes through it. Spin-orbit coupling is neglected at first, and the in-plane wavevector is zero, $\mathbf k_\parallel=0$. The problem is to find which s, p and d orbitals can communicate through such a stack.

The cubic axes are $x,y,z$. The junction axes are

$$x'=\frac{x+y-2z}{\sqrt6},\quad y'=\frac{-x+y}{\sqrt2},\quad z'=\frac{x+y+z}{\sqrt3}.$$

The d orbitals, up to one common radial factor, are $d_{xz}=\sqrt3\,xz$ (likewise $yz$, $xy$), $d_{x^2-y^2}=\frac{\sqrt3}{2}(x^2-y^2)$ and $d_{z^2}=\frac12(3z^2-r^2)$. The same formulas with primes define the orbitals in the junction frame. An operation $g$ acts on a function by $(gf)(\mathbf r)=f(g^{-1}\mathbf r)$. Energies are in eV and lengths in nm.

## (a) The group

**Which operations of the cube leave [111] fixed, and why do they classify the states of a whole atomic layer?**

**Solution.** An operation of the cube sends each cubic unit vector to plus or minus a unit vector. The vector $(1,1,1)$ is the sum of the three, and the sum of their images is again $(1,1,1)$ only if every sign is plus. What remains are the $3!=6$ permutations of $x,y,z$: the identity, two cyclic permutations and three exchanges. The cyclic ones are rotations by $\pm120^\circ$ about $z'$. The exchange $x\leftrightarrow y$ changes the sign of $y'$ and keeps $x',z'$, so it is a mirror. This group is $C_{3v}$.

In a layer at $\mathbf k_\parallel=0$, an orbital $\phi$ enters with equal phase on all sites:

$$\Phi(\mathbf r)=\sum_{\mathbf R}\phi(\mathbf r-\mathbf R-\boldsymbol\tau),$$

where $\mathbf R$ runs over the triangular lattice and $\boldsymbol\tau$ is the layer's offset. Applying $g$ turns $\phi$ into $g\phi$ and moves the sites to $g\mathbf R+g\boldsymbol\tau$. In the (111) stacking of these materials, each layer lies above the sites or the triangle centres of the first one. A threefold rotation about a site carries a triangle centre to an equivalent centre, and the mirrors do the same, so $g\boldsymbol\tau-\boldsymbol\tau$ is a lattice vector. The sum is therefore over the same sites, and $\Phi$ transforms as the single orbital $\phi$.

At $\mathbf k_\parallel\neq0$ the sites carry phases $e^{i\mathbf k_\parallel\cdot\mathbf R}$, and $g$ changes $\mathbf k_\parallel$ into $g\mathbf k_\parallel$. The full classification is then lost.

## (b) Counting representations

**How often does each irreducible representation of $C_{3v}$ occur in the s, p and d shells?**

**Solution.** The characters for the identity, the rotations and the mirrors are $(1,1,1)$ for $A_1$, $(1,1,-1)$ for $A_2$ and $(2,-1,0)$ for $E$.

In a shell of angular momentum $l$, a rotation by $\theta$ multiplies $e^{im\varphi}$ by $e^{-im\theta}$. Summing the geometric series over $m=-l,\dots,l$ gives

$$\chi_l(\theta)=\frac{\sin[(l+\frac12)\theta]}{\sin(\theta/2)},\qquad \chi_l(120^\circ)=\frac{\sin[(2l+1)60^\circ]}{\sin60^\circ}.$$

This is $1,0,-1$ for $l=0,1,2$. For the mirror $\varphi\to-\varphi$, the $l+1$ functions $\cos m\varphi$ are even and the $l$ functions $\sin m\varphi$ are odd, so the character is $1$.

The number of copies is the group average of the product of characters. With two rotations and three mirrors,

$$n_{A_1,A_2}=\tfrac16[(2l+1)+2\chi_l\pm3],\qquad n_E=\tfrac16[2(2l+1)-2\chi_l],$$

where the upper sign belongs to $A_1$ and $\chi_l=\chi_l(120^\circ)$. For d, $n_{A_1}=(5-2+3)/6=1$, $n_{A_2}=(5-2-3)/6=0$ and $n_E=(10+2)/6=2$. The other shells follow in the same way:

$$s=A_1,\qquad p=A_1+E,\qquad d=A_1+2E.$$

With one atom per layer cell, no $A_2$ state can be built from s, p and d orbitals. Where the rotations exchange several atoms of a layer, as they do the oxygen atoms of a cubic perovskite, those atoms must be classified together and $A_2$ can occur. For f, $\chi_3=1$ gives $n_{A_2}=(7+2-3)/6=1$, so $A_2$ first appears there.

## (c) The two d doublets

**Identify the orbitals in each representation. Choose signs so that all doublets have the same matrices, and explain why a fourfold or sixfold axis behaves differently.**

**Solution.** The orbitals $s$, $p_{z'}$ and $d_{z'^2}$ do not depend on $\varphi$ and are unchanged by all six operations. They are $A_1$. The pair $(p_{x'},p_{y'})$ varies as $(\cos\varphi,\sin\varphi)$, and so does $(d_{x'z'},d_{y'z'})$, since $z'$ is invariant. Under a rotation by $\theta$,

$$\cos\varphi\to\cos\theta\cos\varphi+\sin\theta\sin\varphi,\qquad \sin\varphi\to-\sin\theta\cos\varphi+\cos\theta\sin\varphi.$$

The other d pair varies as $\cos2\varphi$ and $\sin2\varphi$, and follows the same rule with $2\theta$. For $\theta=120^\circ$, $2\theta=240^\circ$, so $\cos2\theta=\cos\theta$ and $\sin2\theta=-\sin\theta$. Put $C=\cos2\varphi$ and $S=-\sin2\varphi$. Then

$$C\to\cos\theta\,C+\sin\theta\,S,\qquad S\to-\sin\theta\,C+\cos\theta\,S,$$

which is the rule for $(\cos\varphi,\sin\varphi)$. The mirror $y'\to-y'$ keeps $C$ and reverses $S$, again as for $(x',y')$. One rotation and one mirror generate the group, so the matrices agree for all six operations:

$$E:\quad(p_{x'},p_{y'}),\quad(d_{x'z'},d_{y'z'}),\quad(d_{x'^2-y'^2},-d_{x'y'}).$$

Both d doublets thus belong to $E$. The partners in each rotate like $x'$ and $y'$, even though the lobes of $d_{x'z'}$ and $d_{y'z'}$ point out of the plane.

A threefold axis recognises $m$ only modulo 3, and $m=1$ and $m=-2$ differ by 3. On a sixfold axis they are distinct: at $60^\circ$ the characters are $2\cos60^\circ=1$ for the first d doublet and $2\cos120^\circ=-1$ for the second. On the fourfold axis of a (001) junction, $m=2$ and $m=-2$ coincide with each other but not with $\pm1$. There $d_{x^2-y^2}$ and $d_{xy}$ both change sign under a quarter turn, and the mirror $y\to-y$ separates them into the one-dimensional representations $B_1$ and $B_2$.

## (d) Allowed couplings

**Let $V$ be any operator invariant under $C_{3v}$. Which matrix elements between these orbitals may be nonzero?**

**Solution.** Take first an $A_1$ orbital $a$ and an $E$ pair $(e_x,e_y)$. The mirror reverses $e_y$, so $\langle a|V|e_y\rangle=0$. Rotation invariance then gives

$$\langle a|V|e_x\rangle=\cos120^\circ\langle a|V|e_x\rangle+\sin120^\circ\langle a|V|e_y\rangle=-\tfrac12\langle a|V|e_x\rangle,$$

so this element vanishes too.

Between two $E$ pairs, let $B_{ij}=\langle e_i|V|e'_j\rangle$. The mirror removes $B_{xy}$ and $B_{yx}$. Invariance of $B_{xx}$ under the rotation reads $B_{xx}=\cos^2\theta\,B_{xx}+\sin^2\theta\,B_{yy}$, hence $B_{xx}=B_{yy}$. One number remains, and symmetry does not make it zero. For the two d doublets this means

$$\langle d_{x'z'}|V|d_{x'^2-y'^2}\rangle=-\langle d_{y'z'}|V|d_{x'y'}\rangle.$$

The nine-orbital problem at each layer therefore splits into a $3\times3$ block for $A_1$ and two equal $3\times3$ blocks for $E$. Equal symmetry permits coupling. It does not require equal energies or equal decay in a barrier.

As a test, a potential made of one Gaussian on each of three neighbours below the atom was integrated over a sphere. In the arbitrary units of that potential, $\langle d_{x'z'}|V|d_{x'^2-y'^2}\rangle$ was $0.00874$. With six equally spaced neighbours at the same height it fell to $10^{-16}$, which is rounding error. A sixfold environment thus removes the coupling, as part (c) requires.

## (e) Relation to the cubic orbitals

**Express the cubic $e_g$ orbitals in the junction frame, and find the coupling of the two doublets in a field of full cubic symmetry.**

**Solution.** Inverting the axes gives $x-y=-\sqrt2\,y'$, $x+y=\frac{2}{\sqrt6}x'+\frac{2}{\sqrt3}z'$ and $z=-\frac{2}{\sqrt6}x'+\frac1{\sqrt3}z'$. Hence

$$x^2-y^2=(x-y)(x+y)=-\frac{2}{\sqrt3}x'y'-\frac{2\sqrt2}{\sqrt3}y'z',$$

$$3z^2-r^2=2x'^2+z'^2-2\sqrt2\,x'z'-r^2=x'^2-y'^2-2\sqrt2\,x'z'.$$

Multiplying the first by $\sqrt3/2$ and the second by $1/2$, and collecting normalised orbitals,

$$d_{x^2-y^2}=-\sqrt{\tfrac13}\,d_{x'y'}-\sqrt{\tfrac23}\,d_{y'z'},\qquad d_{z^2}=\sqrt{\tfrac13}\,d_{x'^2-y'^2}-\sqrt{\tfrac23}\,d_{x'z'}.$$

The $e_g$ doublet has weight $2/3$ on $(x'z',y'z')$ and $1/3$ on the other pair. The $t_{2g}$ orbitals contain one $A_1$ state, because $3z'^2-r^2=2(xy+yz+zx)$ gives $d_{z'^2}=(d_{xy}+d_{yz}+d_{xz})/\sqrt3$. Their remaining doublet is orthogonal to $e_g$, so its weights are reversed.

In a cubic field the d shell has energies $E_{eg}$ and $E_{t2g}$. Write the field as $E_{t2g}$ times the identity plus $(E_{eg}-E_{t2g})$ times the projector on $e_g$. Of the two $e_g$ orbitals, $d_{z^2}$ alone contains $d_{x'z'}$ and $d_{x'^2-y'^2}$, so

$$\langle d_{x'z'}|V|d_{x'^2-y'^2}\rangle=(E_{eg}-E_{t2g})\left(-\sqrt{\tfrac23}\right)\sqrt{\tfrac13}=-\frac{\sqrt2}{3}(E_{eg}-E_{t2g}).$$

For $V=x^4+y^4+z^4$ on the unit sphere, quadrature gives a splitting of $0.19048$ and a coupling of $-0.08979$. The formula gives $-0.4714\times0.19048=-0.0898$. The doublets of the junction frame are thus already mixed by an ordinary cubic crystal field, and decouple in it only when the splitting vanishes.

## (f) Coupling by hopping

**For an fcc crystal with nearest-neighbour d–d integrals $V_\sigma,V_\pi,V_\delta$, find the coupling $W(k)$ of the two doublets for $k$ along [111]. Evaluate it for $a=0.354$ nm, $V_\sigma=-0.60$, $V_\pi=0.30$, $V_\delta=-0.05$ eV, one third of the way from $\Gamma$ to L.**

**Solution.** In this part primes on coordinates are dropped. Write a d orbital as $\mathbf r^{T}Q\mathbf r$ with $Q$ symmetric and traceless; the normalisation above means $\mathrm{Tr}\,Q^2=3/2$. Let $\mathbf u=(l,m,n)$ be the unit vector of a bond. The component of $Q$ on the $\sigma$ orbital of the bond is $\mathbf u^TQ\mathbf u$. Its component on a $\pi$ orbital $\sqrt3(\mathbf u\cdot\mathbf r)(\mathbf e\cdot\mathbf r)$, with $\mathbf e\perp\mathbf u$, is $\frac{2}{\sqrt3}\mathbf u^TQ\mathbf e$. Summing over two such $\mathbf e$, the $\sigma$ and $\pi$ products for orbitals $Q,Q'$ are

$$S_\sigma=(\mathbf u^TQ\mathbf u)(\mathbf u^TQ'\mathbf u),\qquad S_\pi=\tfrac43(\mathbf u^TQQ'\mathbf u-S_\sigma).$$

For orthogonal orbitals all products sum to zero, so $S_\delta=-S_\sigma-S_\pi$.

For $d_{xz}$ and $d_{x^2-y^2}$, $Q\mathbf u=\frac{\sqrt3}2(n,0,l)$ and $Q'\mathbf u=\frac{\sqrt3}2(l,-m,0)$. With $q=l^2-m^2$,

$$S_\sigma=\tfrac32nlq,\qquad S_\pi=nl(1-2q),\qquad S_\delta=-nl(1-\tfrac12q).$$

The six bonds within a layer have $n=0$ and contribute nothing. The three upward bonds have $n=\sqrt{2/3}$ and $(l,m)=(\cos\varphi,\sin\varphi)/\sqrt3$ with $\varphi=0,120^\circ,240^\circ$. Thus $\sum l=0$, and

$$\sum nlq=\sqrt{\tfrac23}\,\frac1{3\sqrt3}\sum\cos\varphi\cos2\varphi=\frac{\sqrt2}{9}\cdot\frac12\sum(\cos3\varphi+\cos\varphi)=\frac{\sqrt2}{6}.$$

The $\cos3\varphi$ term survives, which is the threefold axis at work. The upward bonds give $\frac{\sqrt2}{6}(\frac32V_\sigma-2V_\pi+\frac12V_\delta)$. The downward ones give the same, since $nl$ and $q$ do not change under $\mathbf u\to-\mathbf u$. Their phases add to $2\cos kd$, where $d=a/\sqrt3$ is the layer spacing:

$$W(k)=\frac{\sqrt2}{6}\cos(kd)\,(3V_\sigma-4V_\pi+V_\delta).$$

Here $d=0.2044$ nm, and L lies at $kd=\pi$, so the chosen point is $kd=\pi/3$, or $k=5.124$ nm$^{-1}$. The bracket is $-1.80-1.20-0.05=-3.05$ eV, and

$$W=0.2357\times0.5\times(-3.05)=-0.359\ \text{eV}.$$

The diagonal energies of the two doublets in the same model are $0.458$ eV for $(xz,yz)$ and $-0.415$ eV for $(x^2-y^2,xy)$. With their mean $0.022$ eV and half-difference $0.436$ eV, the two-level formula gives

$$0.022\pm\sqrt{0.436^2+0.359^2}=0.587,\ -0.543\ \text{eV}.$$

The full $E$ block also contains the p doublet. The metal's on-site energies are 6, 12 and 0 eV for s, p and d, and the remaining integrals are listed in the program. The full block gives $0.585$ and $-0.563$ eV. The upper doublet has weight $0.882$ on $(xz,yz)$ and $0.118$ on the other d pair; the lower one has nearly the reverse.

Two limits show how the mixing depends on $k$. At $\Gamma$ the doublets are the cubic ones, with weights $2/3$ and $1/3$. Halfway to L, $\cos kd=0$ and the direct coupling vanishes in this nearest-neighbour model, although both doublets may still mix through p.

## (g) Through the barrier

**What does the classification imply for tunnelling, compared with (001)?**

**Solution.** The Green function $G=(\epsilon+i\eta-H)^{-1}$ of an invariant stack is itself invariant, so part (d) applies to its elements between the two end layers. An $A_1$ orbital on one side cannot reach an $E$ orbital on the other. All three $E$ doublets can reach one another.

A model stack has two metal layers on each side of five insulating layers. The insulator has s, p and d levels at $8$, $-6$ and $12$ eV and hoppings $0.4$ times those of the metal; the contact hoppings are scaled by $0.7$. With $\epsilon=0$ and $\eta=0.05$ eV, the end-to-end amplitudes $|G|$ in eV$^{-1}$ are:

| Orbitals | (111) | (001) |
|---|---|---|
| $z^2\to z^2$ | $3.9\times10^{-3}$ | $4.9\times10^{-1}$ |
| $xz\to xz$ | $1.1\times10^{-7}$ | $4.2\times10^{-4}$ |
| $x^2-y^2\to x^2-y^2$ | $1.8\times10^{-7}$ | $5.0\times10^{-13}$ |
| $x^2-y^2\to xz$ | $1.4\times10^{-7}$ | rounding |

Each column uses its own junction axes. The (001) $z^2\to z^2$ entry lies near a resonance of the two-layer electrodes and is not a property of the barrier: it is $3.3$ at $\eta=0.01$ eV and $0.036$ at $\eta=0.2$ eV. With semi-infinite electrodes it is $8\times10^{-3}$, against $3\times10^{-3}$ on (111). On (111), $x^2-y^2\to z^2$ is also zero to rounding.

The (111) cross amplitude equals the geometric mean of the two direct ones, $\sqrt{1.14\times1.79}\times10^{-7}=1.43\times10^{-7}$. This is what one dominant evanescent state would give, since both orbitals would then enter and leave by it. On (001), $d_{x^2-y^2}$ is the only $B_1$ orbital in the basis and must use the insulator's d level at 12 eV. On (111) it may also use $p_{x'}$, $p_{y'}$ and the other d doublet, and its amplitude is $3.6\times10^5$ times larger. This factor depends on the electrodes: it ranges from $1.5\times10^5$ to $1.7\times10^7$ for one to four metal layers, and is $1.7\times10^5$ for semi-infinite ones. The p levels do not account for all of it, since the d hoppings also differ between the two directions; with the barrier's p orbitals removed, a factor of about $8\times10^2$ remains. The comparison holds the number of layers and the parameters fixed, not the thickness, and the metal's spectrum differs between the two directions.

The (111) junction still filters: in the table, its $z^2\to z^2$ amplitude exceeds those among the $E$ orbitals by a factor above $10^4$. Symmetry does not fix that ratio, which depends on the chosen levels, hoppings and energy. What symmetry changes is the number of classes: two on (111), against four on (001), namely $A_1$, $E$, $B_1$ and $B_2$.

## (h) How well does the classification survive?

**Estimate how strongly the neglected effects mix $A_1$ and $E$ in the metal of part (f).**

**Solution.** Give the d orbitals an exchange splitting of 1.6 eV. For each eigenstate at the chosen $k$, take the smaller of its total $A_1$ and $E$ weights. This foreign weight is zero in the ideal case.

| Effect | Mean | Largest |
|---|---|---|
| Spin-orbit 0.07 eV, $\mathbf M\parallel z'$ | 5.1% | 46% |
| Spin-orbit 0.07 eV, $\mathbf M\parallel x'$ | 4.0% | 36% |
| $k_\parallel=2.34$ nm$^{-1}$ along $x'$ | 6.5% | 23% |
| Layer shift 0.0096 nm along $x'$ | 1.1% | 4.8% |

The largest spin-orbit value reflects a near-degeneracy. For magnetisation along $z'$, the term $L_zS_z$ keeps $m$, so $A_1$ and $E$ mix through $L_\pm S_\mp$, which flips the spin. A $\Lambda_1$ level (the band name for $A_1$) lies at $-1.030$ eV without exchange. If it were pure d, its minority-spin copy would lie at $-1.03+0.8=-0.23$ eV. The majority copy of the upper $E$ doublet, which is almost pure d, lies near $0.59-0.8=-0.21$ eV. A share $w$ of s and p in the $\Lambda_1$ level reduces its exchange shift by about $0.8w$ eV, so a few per cent lowers its copy by a few hundredths of an eV. Here $w\approx0.03$ and the gap is $0.037$ eV, below the spin-orbit energy of 0.07 eV, so the two states mix strongly. This one pair also supplies almost all of both tabulated spin-orbit means: the other sixteen states average only 0.02% for $\mathbf M\parallel z'$ and 0.07% for $\mathbf M\parallel x'$. Both columns therefore belong to this $k$; averaged along $\Gamma$–L, the means are about 2% and 3%.

The in-plane wavevector follows from a separate estimate, not from the barrier model of part (g). It uses a parabolic barrier with decay constant $\kappa$ and thickness $t$. Expanding $\sqrt{\kappa^2+k_\parallel^2}$ for small $k_\parallel$, the transmission falls as $e^{-2\kappa t}e^{-tk_\parallel^2/\kappa}$, which is down to about $1/e$ of its value at normal incidence when $k_\parallel=\sqrt{\kappa/t}$. A height of 3 eV and a mass of $0.4\,m_e$ give $\kappa=5.61$ nm$^{-1}$. With $t=1.022$ nm, $k_\parallel=\sqrt{5.61/1.022}=2.34$ nm$^{-1}$. A thicker barrier narrows this range as $t^{-1/2}$. The tabulated weights also depend on the direction of $\mathbf k_\parallel$: the largest is 29% along $-x'$ and 26% along $y'$, while the mean stays near 6.5%.

The layer shift represents thermal motion at 300 K by a frozen shear. The hoppings are assumed to change with bond length $r$ as $r^{-2}$ among s and p orbitals, $r^{-3.5}$ between these and d orbitals, and $r^{-5}$ among d orbitals; the tabulated weights depend on this choice. A classical Debye estimate with a temperature of 400 K and the mass of cobalt gives an rms displacement of $0.0068$ nm per direction for one atom, and $\sqrt2$ times this between two atoms that move independently. Using that value as a rigid shift between whole layers is only a rough proxy, because neighbouring atoms move partly together and the atoms of one layer do not all move alike.

These parameters are round values in the rough regime of fcc cobalt with an MgO-like barrier about 1 nm thick. The assumption that a real stack of this kind breaks most plainly is registry: the lattice constant of MgO is roughly 0.42 nm, against 0.354 nm here. Misfit and interface steps scatter between different $\mathbf k_\parallel$, and their effect is not included in the table. Nor are the polar charge of a (111) oxide surface and the self-consistent potential. The foreign weights describe states in the metal; they are not corrections to a magnetoresistance, which also depends on the electrode bands at the Fermi level and on the decay rate of each class in the barrier.

## Computed values

```
operations of the cube fixing [111]: 6
s: chi(C3) = +1.000; copies of A1, A2, E = [1, 0, 0]
p: chi(C3) = -0.000; copies of A1, A2, E = [1, 0, 1]
d: chi(C3) = -1.000; copies of A1, A2, E = [1, 0, 2]
f: chi(C3) = +1.000; copies of A1, A2, E = [2, 1, 2]
sixfold-axis character: (xz,yz) +1.000, (x2-y2,xy) -1.000
e_g weight on (xz,yz) 0.6667, on (x2-y2,xy) 0.3333
field x^4+y^4+z^4: E_eg-E_t2g = 0.19048, <xz|V|x2-y2> = -0.08979
<xz|V|x2-y2>: 3 neighbours 0.00874, 6 neighbours 9.7e-17
a = 0.354 nm, layer spacing d = 0.2044 nm, Gamma-L = 15.371 nm^-1
V_sigma, V_pi, V_delta = -0.6, 0.3, -0.05 eV
ss, sp, pp_sigma, pp_pi = -1.0, 1.5, 2.5, -0.3 eV
sd, pd_sigma, pd_pi = -0.7, -0.9, 0.25 eV
metal on-site s, p, d = 6.0 12.0 0.0 eV
chosen k along [111] = 5.124 nm^-1; doublet coupling W = -0.3594 eV
E-block diagonal p, xz, x2-y2 = [19.1     0.4583 -0.4146] eV
Lambda1 levels = [-5.1231 -1.0304 17.0659] eV
Lambda3 -0.5630 eV: weights p 0.0010, xz/yz 0.1174, x2-y2/xy 0.8816
Lambda3 0.5852 eV: weights p 0.0001, xz/yz 0.8822, x2-y2/xy 0.1177
Lambda3 19.1215 eV: weights p 0.9989, xz/yz 0.0004, x2-y2/xy 0.0007
Gamma point, xz/yz weight of the two d doublets: [0.3333 0.6667]
barrier on-site s, p, d = 8.0 -6.0 12.0 eV
hopping scale: barrier 0.4, contact 0.7
layers: metal 2 each side, barrier 5
energy 0.0 eV, level broadening 0.05 eV
(111) |G| dxz to dxz = 1.14e-07 1/eV
(111) |G| dx2-y2 to dx2-y2 = 1.79e-07 1/eV
(111) |G| dx2-y2 to dxz = 1.43e-07 1/eV
(111) |G| dx2-y2 to dz2 = 8.82e-18 1/eV
(111) |G| dz2 to dz2 = 3.92e-03 1/eV
(001) |G| dxz to dxz = 4.22e-04 1/eV
(001) |G| dx2-y2 to dx2-y2 = 4.97e-13 1/eV
(001) |G| dx2-y2 to dxz = 7.29e-20 1/eV
(001) |G| dx2-y2 to dz2 = 8.06e-17 1/eV
(001) |G| dz2 to dz2 = 4.86e-01 1/eV
exchange splitting 1.6 eV, spin-orbit 0.07 eV, T = 300 K
(111) barrier: height 3.0 eV, mass 0.4 m_e, thickness 1.022 nm
decay constant 5.612 nm^-1, 1/e in-plane k = 2.343 nm^-1
Debye temperature 400 K, rms motion 0.00680 nm, layer shift 0.00962 nm
foreign weight, spin-orbit, M along normal: mean 0.05071, largest 0.45558
foreign weight, spin-orbit, M in plane along x: mean 0.04030, largest 0.35888
foreign weight, finite k_parallel along x: mean 0.06517, largest 0.23282
foreign weight, frozen thermal shear along x: mean 0.01068, largest 0.04818
```
